# Why mirror-image ferroelectric tunnel barriers have equal zero-bias conductance

**Question.** A thin ferroelectric film between two identical metal electrodes forms a tilted tunnel barrier. Reversing the polarization $P$ reverses the tilt, so an electron coming from the left meets the low edge first instead of the high one. Why is the zero-bias conductance the same in both states, even when the wave equation is solved without the WKB approximation?

**Answer.** Reversing $P$ replaces the barrier by its mirror image. An electron crossing the mirrored barrier from the left does what an electron crossing the original barrier from the right would do. For elastic motion, the transmission probability does not depend on the direction of crossing, whatever the shape of the barrier. Both statements need proof, and the first needs a condition on the electrodes.

### When reversal is a mirror operation

Take $x=0$ at the film centre, with the film in $-d/2<x<d/2$. Positive $P$ points right, and a bias $V>0$ makes the right electrode positive. In this paragraph the units are SI. The displacement $D$ is uniform in the film, whose field is $(D-P)/(\epsilon_0\epsilon_f)$. In linear Thomas–Fermi screening, with unit background permittivity in the metals, the field at each interface is $D/\epsilon_0$ and decays into the metal over $\lambda_1$ (left) or $\lambda_2$ (right). The voltage is minus the integral of the field:

$$-V=\frac{D(\lambda_1+\lambda_2)}{\epsilon_0}+\frac{(D-P)d}{\epsilon_0\epsilon_f}
\;\Rightarrow\;
\frac{D}{\epsilon_0}=\frac{Pd/(\epsilon_0\epsilon_f)-V}{\lambda_1+\lambda_2+d/\epsilon_f}.$$

Set $V=0$ and $\lambda_1=\lambda_2=\lambda$, and define $\Delta=eD\lambda/\epsilon_0$. The electron's potential energy, measured from the band bottom of the metals, is

$$v(x)=\begin{cases}\Delta\,e^{(x+d/2)/\lambda}, & x<-d/2\\ E_F+U_0-2\Delta x/d, & |x|<d/2\\ -\Delta\,e^{-(x-d/2)/\lambda}, & x>d/2.\end{cases}$$

Since $\Delta$ is proportional to $P$, reversal changes its sign, and inspection of the three lines gives $v_-(x)=v_+(-x)$. The effective mass $m(x)$ is taken to be symmetric. This is the condition: everything that shapes the barrier must mirror. Using the same metal twice is not enough if interface terminations, fixed charge or an interlayer differ between the two sides.

### Why the direction of crossing does not matter

From here the algebra is in atomic units. With conserved parallel wave number $p$, the wave obeys

$$-\tfrac12\left(\frac{\psi'}{m}\right)'+u\,\psi=E\psi,\qquad u=v+\frac{p^2}{2m},$$

with $\psi$ and $\psi'/m$ continuous. Let the lead masses be 1 and the wave numbers $k$ on the left and $q$ on the right, both real. They differ at finite bias. Define a left-incident and a right-incident solution:

$$\psi_l=\begin{cases}e^{ikx}+re^{-ikx}\\ t\,e^{iqx}\end{cases}\qquad
\psi_r=\begin{cases}t'e^{-ikx} & \text{left lead}\\ e^{-iqx}+r'e^{iqx} & \text{right lead.}\end{cases}$$

Consider $W=(\psi_r\psi_l'-\psi_l\psi_r')/m$. When it is differentiated, the products $\psi_r'\psi_l'/m$ cancel, and the wave equation replaces $(\psi'/m)'$ by $2(u-E)\psi$:

$$W'=\psi_r\,2(u-E)\psi_l-\psi_l\,2(u-E)\psi_r=0.$$

So $W$ has the same value in both leads. In the left lead,

$$W=t'e^{-ikx}\left[(ike^{ikx}-ikre^{-ikx})+ik(e^{ikx}+re^{-ikx})\right]=2ik\,t'.$$

In the right lead,

$$W=t\,e^{iqx}\left[iq(e^{-iqx}+r'e^{iqx})-(-iqe^{-iqx}+iqr'e^{iqx})\right]=2iq\,t.$$

Hence $kt'=qt$. Transmission probabilities are ratios of fluxes, so

$$T'=\frac kq|t'|^2=\frac kq\,\frac{q^2}{k^2}|t|^2=\frac qk|t|^2=T.$$

No property of the barrier shape was used. At zero bias $k=q$, and even the complex amplitudes agree, $t'=t$. Replacing $x$ by $-x$ turns $\psi_r$ of the $+P$ barrier into $\psi_l$ of the $-P$ barrier, so $t_-=t'_+=t_+$.

Other quantities do change. Flux conservation makes the scattering matrix unitary. Orthogonality of its columns reads $r^*t'+t^*r'=0$, and with $t'=t$ this gives

$$r_-=r'_+=-r_+^*\,\frac{t_+}{t_+^*}.$$

The modulus of the reflection amplitude is unchanged, but its phase in general is not.

### From transmission to conductance

With electron flow from left to right counted as positive, the current is $(2e/h)\int dE\,(f_L-f_R)$ times the transmission summed over $p$. For small $V$, $f_L-f_R\approx eV(-\partial f/\partial E)$. This is already linear in $V$, so the change of $T$ with bias enters only at second order. At low temperature

$$\frac GA=\frac{2e^2}{h}\int\frac{d^2p}{(2\pi)^2}\,T(E_F,p).$$

The integrands of the two states agree at every $p$, so $G_+=G_-$. At finite temperature they agree at every energy too, and thermal averaging preserves the equality.

Rough interfaces mix the values of $p$. The amplitudes then become matrices, and unitarity gives $r^\dagger r+t^\dagger t=1$ and $rr^\dagger+t't'^\dagger=1$. Both identities refer to the channels of the left lead, and $\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,rr^\dagger$, so $\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\,t't'^\dagger$. The total does not depend on the direction of crossing, while the transmission of a single incident channel may. Reversing $P$ in a rough film gives the mirror image only if the roughness mirrors too. If the two interfaces are alike only statistically, the equality holds for the average over many such films. In one disordered lattice strip with four channels and five layers, the total transmission was 0.20103 for the strip and for its mirror image, although one channel changed by a factor of about 16.

### Why the visible change of profile has so little effect

The same $W$ shows how each part of the barrier counts. Add a small potential $\delta v(x)$ and let $\tilde\psi_l$, with amplitude $\tilde t$, be the new left-incident wave. Keep the old $\psi_r$. The terms in $u-E$ still cancel, but one term survives:

$$\left[\frac{\psi_r\tilde\psi_l'-\tilde\psi_l\psi_r'}{m}\right]'=2\,\delta v\,\psi_r\tilde\psi_l.$$

Integrate from lead to lead. The right end gives $2iq\tilde t$ and the left end $2ikt'=2iqt$. To first order $\tilde\psi_l$ may be replaced by $\psi_l$, and with $q=k$

$$\delta t=-\frac ik\int\psi_r\,\delta v\,\psi_l\,dx,\qquad \delta\ln T=2\,\mathrm{Re}\frac{\delta t}{t}.$$

The weight is a product of the waves from the two sides. One decays to the right and the other to the left, so the exponential decay largely cancels in the product. For the untilted barrier $\psi_r(x)=\psi_l(-x)$, the product is even, and an odd tilt has no first-order effect. Since $G(P)=G(-P)$, a smooth $G$ obeys $G(P)=G(0)+O(P^2)$. Equality between the two states therefore does not mean that the tilt has no effect.

WKB gives the size of the weight. With $\ln T\approx-2\int\kappa\,dx$ and $\kappa=\sqrt{2m(v-E)+p^2}$, differentiation gives $-2m/\kappa$ per unit length. It varies slowly across a moderately tilted barrier. Within a distance of about $1/(2\kappa)$ from each edge, reflection changes the full weight, which WKB misses.

### A 3 nm film in numbers

The inputs are rough values in the regime of hafnia–zirconia between gold electrodes: $d=30$ Å (3 nm), $\epsilon_f=30$, $P=10$ µC/cm², $U_0=2.6$ eV, film mass 0.2 and $E_F=5.5$ eV. The free-electron density belonging to $E_F$ gives $\lambda=0.588$ Å. Then

$$D=P\,\frac{d/\epsilon_f}{2\lambda+d/\epsilon_f}=10\times\frac{1}{1.176+1}=4.595\ \text{µC/cm}^2,$$

and $\Delta=0.305$ eV. The barrier runs from 2.905 eV at the left edge to 2.295 eV at the right edge for $+P$, and the other way for $-P$.

First take the untilted barrier at $p=0$, where $s=\kappa/m$ is constant. Matching at the entrance, $1+r=a$ and $ik(1-r)=-sa$, gives the amplitude just inside, $a=2k/(k+is)$. At the exit, a decaying wave of unit amplitude with reflected part $\rho$ obeys $1+\rho=\tau$ and $-s(1-\rho)=ik\tau$, so $\tau=2s/(s-ik)$. Neglecting repeated passes through a thick barrier,

$$T\approx|a|^2|\tau|^2e^{-2\kappa d}=\frac{16k^2s^2}{(k^2+s^2)^2}\,e^{-2\kappa d}.$$

Here $s^2/k^2=U_0/(mE_F)=2.6/(0.2\times5.5)=2.364$. The prefactor is $16\times2.364/3.364^2=3.34$ and the exponential is $2.362\times10^{-10}$, so $T\approx7.90\times10^{-10}$. The full solution gives $7.896\times10^{-10}$. The exponential alone is too small by the factor 3.34, so the prefactor matters, and the proof above covers it.

With the tilt, both states have $T=7.977\times10^{-10}$ at $p=0$. An adaptive integration of the wave equation gives $7.978\times10^{-10}$ for both. The reflection phases of the two states differ by 11.4°. For unit incident amplitude from the left, the integral of $|\psi|^2$ over the film is 1.40 Å for $+P$ and 1.86 Å for $-P$. For a sharp edge this integral is about $|a|^2/(2\kappa)$, with $|a|^2=4k^2/(k^2+s^2)$. A lower entrance edge reduces both $\kappa$ and $s$, which raises the integral.

The local weights $d\ln T/dv$ make the exchange visible. For $+P$ they are $-0.1383$ per eV Å at a quarter of the thickness from the left edge and $-0.1467$ at three quarters. For $-P$ the two values are interchanged. A finite change of the potential and the response formula agree to the digits given here.

Summed over $p$, the conductance per area is 0.6057 S/cm² in both states, or $6.06\times10^{-9}$ S for a contact of 1 µm². Doubling the mesh and the number of $p$ points shifts it by 0.00005 percent. Without polarization it is 0.6001 S/cm². The tilt thus raises $G$ by 0.93 percent, and half the polarization raises it by 0.23 percent, close to the quadratic law. These figures assume linear screening. Nonlinear Thomas–Fermi screening lifts both barrier edges by about 0.0014 eV, an effect that also grows as $P^2$, and reduces the rise at full polarization to about 0.3 percent. The two states remain equal.

For linear screening, the sign of the change can be traced in the WKB exponent. Averaging the square root over the linear tilt to second order gives

$$\left\langle\sqrt{1-\frac{2\Delta x}{U_0d}}\right\rangle\approx1-\frac18\,\frac{4\Delta^2}{U_0^2d^2}\,\frac{d^2}{12}=1-\frac{\Delta^2}{24U_0^2}.$$

The untilted exponent is $-\ln(2.362\times10^{-10})=22.17$, so it falls by $22.17\times(0.305/2.6)^2/24=0.013$. The exponential rises by 1.3 percent. The full $T$ at $p=0$ rises by 1.0 percent. The remaining difference of about 0.3 percent lies outside the exponential and is not traced here.

### What finite bias reveals

Look at the $-P$ device in a mirror. It becomes the $+P$ device with the bias on the other electrode and the current reversed:

$$I_-(V)=-I_+(-V).$$

This relabelling does not need elastic scattering. It also holds with interactions and inelastic processes, provided that they mirror with the device and each steady state is unique. If $I_+(V)=GV+aV^2+bV^3+\dots$, where $a$ and $b$ are now expansion coefficients, then $I_-(V)=GV-aV^2+bV^3-\dots$. The slopes at zero agree, and

$$\frac{I_+-I_-}{I_++I_-}\approx\frac{aV}{G}.$$

In the example, with $P$ held fixed, this ratio is 0.050 percent at 0.05 V, 0.101 percent at 0.1 V and 0.53 percent at 0.5 V. The onset is linear, and the contrast stays small for this barrier over this range. Its size depends on the model. These figures are for linear screening and a parabolic band. At finite bias $|D|$ differs between the two states, so the nonlinear lift of the barrier differs too, and nonlinear Thomas–Fermi screening roughly doubles the contrast (0.11, 0.21 and 1.1 percent). A two-band dispersion with a 5.5 eV gap roughly triples it (0.15, 0.30 and 1.5 percent).

### What a broken mirror does

Now double the screening length of the right electrode and hold the other inputs fixed. The edge shifts are $+eD\lambda_1/\epsilon_0$ and $-eD\lambda_2/\epsilon_0$, so the mean barrier moves by $eD(\lambda_1-\lambda_2)/(2\epsilon_0)$, which changes sign with $P$. It becomes 2.480 eV for $+P$ and 2.720 eV for $-P$. For the untilted barrier at $p=0$, the weight has magnitude 0.142 per eV Å through most of the film and rises to 0.200 at the edges. Using the interior value throughout gives the estimate

$$\frac{G_+}{G_-}\approx e^{0.1423\times30\times0.240}\approx2.8.$$

The full calculation gives 2.85. A change of mean height acts in first order, whereas a pure tilt does not. This holds the background permittivity $\epsilon_m$ of the metals at 1. In general the edge shift is $eD\lambda/(\epsilon_0\epsilon_m)$, so the quantity that counts is $\lambda/\epsilon_m$. If the right screening length is doubled through $\epsilon_m=4$, then $\lambda/\epsilon_m$ is halved and the ratio becomes 0.46, with $-P$ now the better conductor. The size of the ratio depends strongly on the dispersion in the film. With a two-band dispersion and a gap of 5.5 eV it falls to about 1.26, because the Fermi level then lies near the middle of the gap, where $\kappa$ hardly depends on the barrier height. The exponential at $p=0$ then gives only 1.08. Most of the remainder comes from matching $\psi'/m$ with the energy-dependent mass, and matching with the band-edge mass gives 1.09 instead of 1.26. The ratio is 1.13 for a gap of 5.0 eV and 1.37 for 6.0 eV.

### How far the model is from a device

The absolute conductance is uncertain by orders of magnitude. Taken one at a time, a two-band dispersion with a 5.5 eV gap multiplies it by 222, the image force (optical permittivity 4, with the divergent potential cut off at $E_F$) by 4.3, a doubled in-plane film mass by 2.0, and a temperature of 300 K by 1.02. The first two factors depend on choices at the interface. The image factor runs from 3.6 for a cutoff 1 eV above $E_F$ to 6.7 for a cutoff at the band bottom of the metal, and the two-band factor is about 395 if the band-edge mass is used in the matching. The equality survived each of these changes, because each mirrors with the device. Thermionic emission over the barrier is some 40 orders of magnitude below tunnelling here. Trap-assisted current is left out and was not estimated.

The assumption that real junctions readily break is the mirror itself, since top and bottom interfaces are formed under different conditions. In the example, doubling one screening length at unit background permittivity separates the two conductances by a factor of 2.85 with the parabolic dispersion, but only by about 1.26 with the two-band one. Stability is a separate limit. The film field opposes $P$ with 2.0 MV/cm at zero bias, and for $+P$ this grows to 2.8 MV/cm at 0.5 V, close to a rough coercive field of 3 MV/cm, though below a rough breakdown field of 6 MV/cm. The assumption of fixed polarization is therefore doubtful at the upper end of the bias range, and already at zero bias if the coercive field is nearer 2 MV/cm. The remaining values are in the numerical output.

## Computed values

```
Input Fermi energy 5.5 eV; mean barrier 2.6 eV
Input film mass 0.2 m_e; static permittivity 30.0
Input polarization 10.0 uC/cm2; thickness 30.0 angstrom = 3.0 nm
Input optical permittivity 4.0; gap 5.5 eV; temperature 300.0 K
Screening length 0.5881 angstrom
Screening charge D at +P 4.595 uC/cm2
Barrier at left, right edge, +P: 2.9052, 2.2948 eV
Barrier at left, right edge, -P: 2.2948, 2.9052 eV
Normal-incidence T, +P and -P: 7.97749728e-10, 7.97749728e-10
Same from adaptive solver: 7.97750313e-10, 7.97750313e-10
Normal-incidence T, P=0: 7.896227e-10
WKB exponential alone, +P, -P, P=0: 2.3927e-10, 2.3927e-10, 2.3623e-10
Reflection phase, +P minus -P: -11.441 degrees
Integral of |psi|^2 in film, left incidence, +P, -P: 1.4003, 1.8628 angstrom
dlnT/dV at 0.25 d, +P: difference -0.13830, formula -0.13830, WKB -0.13810 per eV angstrom
dlnT/dV at 0.75 d, +P: difference -0.14672, formula -0.14672, WKB -0.14645 per eV angstrom
dlnT/dV at 0.25 d, -P: difference -0.14672, formula -0.14672, WKB -0.14645 per eV angstrom
dlnT/dV at 0.75 d, -P: difference -0.13830, formula -0.13830, WKB -0.13810 per eV angstrom
dlnT/dV at 0.25 d, P=0: difference -0.14232, formula -0.14232, WKB -0.14209 per eV angstrom
dlnT/dV at 0.75 d, P=0: difference -0.14232, formula -0.14232, WKB -0.14209 per eV angstrom
Conductance per area, +P and -P: 6.05739559e-01, 6.05739559e-01 S/cm2
Relative difference of the two: 1.7e-15
Conductance per area, P=0: 6.001397e-01 S/cm2
Relative change by tilt, full P and half P: 0.9331, 0.2324 percent
Shift of G on doubling mesh and k points: 0.00005 percent
Slope of I(V) at zero bias, +P: 6.057888e-01 S/cm2
V=0.05 V: I(+P) 3.03638e-02, I(-P) 3.03333e-02 A/cm2, (difference/sum) 0.0502 percent
V=0.1 V: I(+P) 6.11289e-02, I(-P) 6.10060e-02 A/cm2, (difference/sum) 0.1007 percent
V=0.2 V: I(+P) 1.25384e-01, I(-P) 1.24876e-01 A/cm2, (difference/sum) 0.2028 percent
V=0.5 V: I(+P) 3.70889e-01, I(-P) 3.66966e-01 A/cm2, (difference/sum) 0.5317 percent
Right screening length doubled: G(+P) 1.0306e+00, G(-P) 3.6110e-01 S/cm2, ratio 2.854
Mean barriers then, +P and -P: 2.4799, 2.7201 eV
Rough strip, total T, device and mirror: 2.01032188e-01, 2.01032188e-01
Rough strip, largest one-channel change: 1504.6 percent
Factor on G from image force: 4.334
Factor on G from two-band dispersion: 222
Factor on G from in-plane mass doubled: 1.991
Factor on G from temperature 300.0 K: 1.02170
log10 of thermionic over tunnel conductance: -40.7
Film field at V=0, +P: -2.035 MV/cm
Film field at V=0.5 V, +P and -P: -2.801, 1.269 MV/cm
Rough coercive and breakdown fields (inputs): 3.0, 6.0 MV/cm
```
